# Mean Exposure for Conformal Growth in a Narrowing Deep Hole

A deep hole is lined with a film by atomic layer deposition. In each cycle a precursor gas enters at the mouth, diffuses down, and reacts with the wall until no reactive sites are left. The pulse must last long enough for the bottom to be covered. Every cycle leaves the hole a little narrower, so the next pulse has to be longer. If each pulse is made just long enough, how much precursor exposure does the whole film need, compared with an estimate from the first cycle alone?

The answer is a ratio of diameters: the mean exposure per cycle is $D_0/D_1$ times the first, where $D_0$ and $D_1$ are the initial and final diameters. The excess over the first-cycle value is therefore the fraction $D_0/D_1-1$.

## Assumptions and statement

The hole is a round cylinder of diameter $D$ and depth $L\gg D$, with $x=0$ at the mouth and $x=L$ at the closed bottom. Exposure means precursor pressure at the mouth times pulse time, $Pt$.

1. Molecules collide with the wall, not with each other. They leave it with the cosine distribution of directions and with thermal speeds at the wall temperature $T$.
2. Uptake is irreversible and self-limiting. A saturated wall has taken up $K$ molecules per unit area. At coverage $\theta$ an impinging molecule reacts with probability $\beta(1-\theta)$.
3. A pulse ends when the coverage at the foot of the wall reaches a chosen value $\theta_L$ close to 1.
4. Each cycle adds a thickness $g$ everywhere, so $D$ falls by $2g$. The depth stays fixed, because the bottom and the top surface around the mouth both rise by $g$.
5. $K$, $T$, $g$ and the molecular mass $m$ are the same in all cycles.

**Theorem.** Under these assumptions the diffusion-limited exposure of one cycle is, to leading order in $L/D$,

$$Pt=\frac32\,K\sqrt{2\pi m k_BT}\,\left(\frac LD\right)^2. \tag{1}$$

Its mean over the $N$ cycles that take the diameter from $D_0$ to $D_1$ satisfies, with $r=D_0/D_1$,

$$r-\frac{r^2-1}{N}<\frac{\langle Pt\rangle}{(Pt)_{\rm first}}<r, \tag{2}$$

and so tends to $D_0/D_1$ when $g\ll D_1$.

## Lemma 1: diffusion between walls

**Lemma.** The axial diffusivity is $D_K=D\bar v/3$, where $\bar v=\sqrt{8k_BT/\pi m}$ is the mean thermal speed.

*Proof.* Describe the direction of a molecule leaving the wall by its angle $\alpha$ to the hole axis and by the azimuth $\psi$ about that axis, measured from the inward normal. Its component along the normal is $\sin\alpha\cos\psi$. The cosine law gives a probability of (normal component)$/\pi$ per solid angle $\sin\alpha\,d\alpha\,d\psi$, hence

$$p\,d\alpha\,d\psi=\frac1\pi\sin^2\!\alpha\,\cos\psi\,d\alpha\,d\psi,\qquad 0<\alpha<\pi,\quad |\psi|<\frac\pi2 .$$

This is normalized, since the two integrals are $\pi/2$ and 2. Seen along the axis, the flight is a chord of a circle, of length $D\cos\psi$. The flight length is therefore $\ell=D\cos\psi/\sin\alpha$, and the axial displacement is $z=\ell\cos\alpha$. Their averages are

$$\langle\ell\rangle=\frac D\pi\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\!\psi\,d\psi=\frac D\pi\cdot2\cdot\frac\pi2=D,$$

$$\langle z^2\rangle=\frac{D^2}\pi\int_0^\pi\!\cos^2\!\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\!\psi\,d\psi=\frac{D^2}\pi\cdot\frac\pi2\cdot\frac43=\frac{2D^2}3 .$$

Fast molecules hit and leave a wall more often, so speeds at emission are distributed as $v f(v)$, with $f$ the Maxwell speed distribution. The mean of $1/v$ is then $\int f\,dv/\int vf\,dv=1/\bar v$. Speed and direction are independent, so a flight lasts $D/\bar v$ on average.

Successive displacements are independent with zero mean, so their mean squares add. In a long time $t$ there are $t\bar v/D$ flights, and the mean square displacement is $(2D^2/3)(t\bar v/D)$. Setting this equal to $2D_Kt$ gives $D_K=D\bar v/3$. $\square$

Both the diffusivity and the cross-section shrink with the diameter. A narrow hole is thus slower to fill, even though its wall area is smaller.

## Lemma 2: the exposure of one pulse

Let $n$ be the precursor density and $\phi=n\bar v/4$ the number of molecules striking unit wall area per unit time. Since $\bar v/4=\sqrt{k_BT/2\pi m}$ and $P=nk_BT$, the value at the mouth is

$$\phi_0=\frac{P}{\sqrt{2\pi mk_BT}} . \tag{3}$$

**Lemma.** Write $a=L/D$ and $R=\beta^{-1}\ln[1/(1-\theta_L)]$. If mouth resistance, uptake on the bottom face and gas stored in the hole are neglected, the required dose obeys

$$\theta_L\,\frac32a^2+R\;\le\;\frac{\phi_0t}{K}\;\le\;\frac32a^2+R . \tag{4}$$

*Proof.* With $n=4\phi/\bar v$, the number of molecules passing a cross-section per unit time, counted towards the bottom, is

$$-\frac{\pi D^2}{4}\,\frac{D\bar v}{3}\,\frac{4}{\bar v}\,\frac{d\phi}{dx}=-\frac{\pi D^3}{3}\,\frac{d\phi}{dx}. \tag{5}$$

What this flow loses over a length $dx$ is taken up by the wall area $\pi D\,dx$ at the rate $\beta(1-\theta)\phi$ per area. Dividing by $\pi D$ gives

$$\frac{D^2}{3}\,\frac{\partial^2\phi}{\partial x^2}=\beta(1-\theta)\phi=K\frac{\partial\theta}{\partial t}. \tag{6}$$

Now integrate over the pulse. Let $E(x)=\int_0^t\phi\,dt'$ be the number of impacts per area received at depth $x$. The first and last members of (6), with $\theta=0$ at the start, give

$$\frac{d^2E}{dx^2}=\frac{3K\theta}{D^2}. \tag{7}$$

The last two members give $d\ln(1-\theta)/dt=-\beta\phi/K$, so $1-\theta=e^{-\beta E/K}$. At the bottom, where $\theta=\theta_L$, this means $E(L)=KR$. At the mouth $E(0)=\phi_0t$. No molecules cross the bottom, so $E'(L)=0$.

Integration by parts yields

$$\int_0^L x\,E''\,dx=\big[xE'\big]_0^L-\int_0^LE'\,dx=0-E(L)+E(0).$$

With (7), this becomes

$$\phi_0t=KR+\frac{3K}{D^2}\int_0^Lx\,\theta(x)\,dx .$$

Because $E''\ge0$ and $E'(L)=0$, the slope $E'$ is nowhere positive. The bottom thus receives the smallest number of impacts and has the lowest coverage, so $\theta_L\le\theta(x)\le1$. Since $\int_0^Lx\,dx=L^2/2$, inserting these two bounds gives (4). $\square$

The two terms have separate meanings. The first, $\frac32a^2$, is the cost of carrying molecules down the hole. The second, $R$, is the number of impacts per site needed to finish the reaction at the bottom, and it does not depend on $D$. The process is diffusion-limited when $R\ll\frac32a^2$. For fixed $\beta$ and $\theta_L$, the coverage falls noticeably short of 1 only within a distance of order $D/\sqrt\beta$ of the bottom. Setting $\theta=1$ therefore changes the dose by at most a term linear in $a$, and the leading transport term, combined with (3), is equation (1).

## Proof of the theorem: averaging over the growth

Let $D_n=D_0-2gn$ be the diameter at the start of cycle $n=0,\dots,N-1$. The final diameter is $D_N=D_1$, so $2gN=D_0-D_1$. By (1), with $L$ fixed, the quantity needed is the mean of $D_0^2/D_n^2$.

Consider first the product of neighbouring diameters. Since $D_n-D_{n+1}=2g$,

$$\frac{2g}{D_nD_{n+1}}=\frac1{D_{n+1}}-\frac1{D_n}.$$

In the sum over all cycles the intermediate terms cancel, and

$$\frac1N\sum_{n=0}^{N-1}\frac{D_0^2}{D_nD_{n+1}}=\frac{D_0^2}{2gN}\left(\frac1{D_1}-\frac1{D_0}\right)=\frac{D_0^2}{D_0-D_1}\cdot\frac{D_0-D_1}{D_0D_1}=r. \tag{8}$$

Let $S$ be the required mean, taken with the diameters at the start of each cycle, and $S'$ the same mean taken with those at the end. Because $D_n>D_{n+1}$, we have $S<r<S'$. The two sums differ only in their outermost terms:

$$S'-S=\frac1N\left(\frac{D_0^2}{D_1^2}-1\right)=\frac{r^2-1}{N}.$$

Hence $S=S'-(r^2-1)/N>r-(r^2-1)/N$, which is (2). Finally, $N=D_1(r-1)/2g$ gives $(r^2-1)/N=2(g/D_1)(r+1)$. This vanishes for $g/D_1\to0$ at fixed $r$. $\square$

For very thin cycles the sum becomes an integral over equally weighted diameters,

$$\frac{1}{D_0-D_1}\int_{D_1}^{D_0}\frac{D_0^2}{D^2}\,dD=\frac{D_0}{D_1}.$$

The last cycle needs about $r^2$ times the first exposure, but the mean is only $r$, because most cycles take place in a wider hole. The mean exposure is that of a hole of diameter $\sqrt{D_0D_1}$.

**Remark on finite cycles.** The leading correction lies halfway between the bounds. For $p=D_0/D_n$ and $q=D_0/D_{n+1}$, the identity $\frac12(p^2+q^2)-pq=\frac12(p-q)^2$ shows that $\frac12(S+S')$ exceeds $r$ by a mean of squared small differences, of order $1/N^2$. Therefore

$$S\simeq r-\frac{r^2-1}{2N}. \tag{9}$$

For $g\ll D_1$, the shortfall relative to $r$ is about $(g/D_1)(1+1/r)$. It is no longer small, and the law fails, when the hole is nearly closed and one cycle takes a sizeable part of the remaining diameter.

## Worked example

Take a hole with $L=5000$ nm that narrows from $D_0=100$ nm to $D_1=60$ nm at $g=0.1$ nm per cycle. This takes $N=40/0.2=200$ cycles. The precursor has a molar mass of 200 g/mol and a pressure of 0.1 Torr at 500 K. The wall takes up $K=3$ molecules/nm² per cycle.

The prefactor is $K\sqrt{2\pi mk_BT}=2.701\times10^{-6}$ Torr s. In the first cycle $a=50$, and the dose is $\frac32\cdot50^2=3750$ impacts per site. The exposures are

$$(Pt)_{\rm first}=3750\times2.701\times10^{-6}=0.0101\ \text{Torr s},$$

$$\langle Pt\rangle=\frac{100}{60}\times0.01013=0.0169\ \text{Torr s}.$$

At the final diameter the exposure is $(100/60)^2=2.78$ times the first, or 0.0281 Torr s. At 0.1 Torr the corresponding pulses last 101, 169 and 281 ms. The mean cycle is the one at $\sqrt{100\times60}=77.5$ nm.

Pulses adapted to the current diameter add up to $200\times0.01688=3.38$ Torr s. A fixed pulse that suffices at the final diameter adds up to 5.63 Torr s. The ratio of the two totals is again $r=1.67$, since $r^2/r=r$. This comparison holds pressure, temperature and number of cycles fixed.

Equation (6) was also solved by time stepping with $\beta=1$ and $\theta_L=0.99$. The first-cycle dose came out as 3759.5. The upper bound in (4) is $3750+\ln100=3754.6$. The computed value exceeds it by 0.13%, so the numerical error is at least that large. Averaging over twelve equally spaced diameters gave a mean-to-first ratio of 1.666, with a numerical error of about 0.001, against $r=1.667$. The sum of (1) over the 200 cycles gives 1.6622, as does the estimate (9).

## When the reaction is slow

Keep the term $R$ and write $A=\frac32(L/D_0)^2$ for the first-cycle transport term. Using the upper expression in (4) for every cycle, only $A$ is multiplied by $r$ on averaging:

$$\frac{\langle Pt\rangle}{(Pt)_{\rm first}}\simeq\frac{rA+R}{A+R}=1+(r-1)\frac{A}{A+R}. \tag{10}$$

For $R\ll A$ this is the theorem. For $R\gg rA$ it tends to 1, so narrowing hardly changes the mean. If even $R\gg r^2A$, the last pulse too is spent mostly waiting for the reaction.

With $\beta=0.01$ and $\theta_L=0.99$, $R=100\ln100=460.5$. The first-cycle dose rises to $3750+460.5=4210.5$. The time-stepped solution gives 4200.7, within the bounds 4173 and 4210.5 set by (4). The ratio becomes $(6250+460.5)/4210.5=1.594$, about 4% below $D_0/D_1$.

## Mouth and bottom

The linear terms in $a$ can be estimated for fast reaction, when a sharp front at depth $x$ separates saturated from bare wall. Let $\phi_m$ be the impingement rate just inside the mouth, and take $\phi=0$ at the front. The net inflow is the difference between molecules entering and leaving, and it equals the diffusive flow (5):

$$\frac{\pi D^2}{4}(\phi_0-\phi_m)=\frac{\pi D^3}{3}\,\frac{\phi_m}{x}.$$

Solving gives $\phi_m=\phi_0/(1+4D/3x)$, and the inflow is

$$\frac{\pi D^2}{4}\,\frac{\phi_0}{1+3x/4D}.$$

This inflow saturates new wall at the rate $K\pi D\,dx/dt$. Hence $\phi_0\,dt=(4K/D)(1+3x/4D)\,dx$, and the wall needs the dose $4a+\frac32a^2$ in units of $K$. The bottom face, of area $\pi D^2/4$, then needs a further $1+\frac34a$. Together,

$$\frac{\phi_0t}{K}=1+\frac{19}{4}a+\frac32a^2. \tag{11}$$

The leading term agrees with Lemma 2. Equation (11) is an interpolation between a bare opening and a very long hole, because diffusion is only approximate in a hole of finite length. For $a=50$ it gives $1+237.5+3750=3988.5$. A collisionless calculation with cosine re-emission and a perfectly absorbing sharp front gives about 4150, but this construction overestimates the dose. It credits each molecule crossing the front to the wall at the front, whereas the molecule lands and reacts further down. Letting the collisionless molecules react where they land, with $\beta=1$ and $\theta_L=0.99$, gives about 4000, close to (11) and about 7% more than the leading term. The same ballistic method tests the transport law itself: between $L/D=20$ and 40, the inverse transmission of an open tube rises by 0.759 per unit of $L/D$, against the diffusive value $3/4$. The small excess arises because the end resistance of an open tube is not a constant but grows slowly, like $\ln(L/D)$.

The ratio is less sensitive than the dose. The linear term grows on average by

$$\left\langle\frac{D_0}{D}\right\rangle=\frac{D_0}{D_0-D_1}\ln\frac{D_0}{D_1}=\frac{r\ln r}{r-1}<r,$$

since $\ln r<r-1$ for $r>1$. The constant term does not grow at all. Both lower the ratio, and with (11) it is 1.643 instead of 1.667.

## A tapered hole

Let the diameter vary slowly with depth. The flow (5) now contains $D(x)^3$, so (7) is replaced by

$$\frac{d}{dx}\left(D^3\frac{dE}{dx}\right)=3KD\theta .$$

Set $\theta=1$ and neglect $E(L)$. One integration from $x$ to $L$, with $E'(L)=0$, gives $D^3E'=-3K\int_x^LD\,dx'$. A second gives

$$\frac{\phi_0t}{K}=3\int_0^L\frac{dx}{D(x)^3}\int_x^LD(x')\,dx' . \tag{12}$$

For constant $D$ the double integral is $L^2/2D^2$, and the earlier result returns.

Now take a linear taper, $D(x)=u(1-q\xi)$, with mouth diameter $u$, $\xi=x/L$ and $q=\tau/u$, where $\tau$ is the difference between mouth and bottom diameters. To first order in $q$ the integrand is $(1+3q\xi-q\xi')/u^2$. Over the region $0<\xi<\xi'<1$ the integrals of 1, $\xi$ and $\xi'$ are $\frac12$, $\frac16$ and $\frac13$. The dose is therefore

$$\frac{3L^2}{u^2}\left(\frac12+\frac q2-\frac q3\right)=\frac{3L^2}{2u^2}\left(1+\frac{\tau}{3u}\right).$$

Conformal growth keeps $\tau$ fixed while $u$ falls, so the bracket grows from cycle to cycle. In the limit of thin cycles, the mean-to-first ratio must then exceed the ratio of mouth diameters, at least for a weak taper that narrows towards the bottom ($\tau>0$). A hole that widens with depth gives a lower ratio.

For $\tau=20$ nm, with the mouth narrowing from 100 to 60 nm, the full expression (12) gives a first-cycle dose of 4045. Time stepping with $\beta=1$ gives 4058, with a numerical error of about 0.2%. The ratio obtained from (12) is 1.719, about 3% above 1.667.

## The model beside a real hole

The example is in the rough regime of a memory hole in 3D NAND flash, which is of order 100 nm wide and several micrometres deep. The parameters are round numbers, not data for a particular precursor; $\beta$ in particular depends strongly on the chemistry. Real holes taper, and their lining is a stack of films with different $K$, $g$, $m$ and $\beta$. If the taper is set aside, the theorem applies to each film separately, with the diameters at which that film starts and ends, provided that its pulses are diffusion-limited and meet the assumptions above. It does not cover a reactant that is also lost on saturated walls, as ozone can be by recombination. Such loss raises the ratio, which can then exceed $D_0/D_1$. For the example's numbers, taper moves the ratio from 1.67 to 1.72 and finite reactivity moves it to 1.59. Each effect was taken alone.

Some other neglected effects can be estimated and are smaller here. Replacing $D$ by $D-0.8$ nm throughout, as a rough allowance for the size of the molecule, gives a ratio of 1.676. A fixed film volume per wall area makes growth on the curved wall faster by a fraction of about $g/D$, which is 0.17% at $D_1$. With the same 0.8 nm as collision diameter, the mean free path at a total pressure of 1 Torr is about 18 µm, or roughly 180 times $D_0$, so collisions in the gas are rare compared with collisions with the wall. The gas held in the hole is $1.6\times10^{-5}$ of the wall uptake, which justifies its neglect in (6).

All exposures refer to the gas just outside the hole. If the precursor is depleted before it reaches the mouth, the pulse at the inlet must be longer, and its ratio between cycles need not follow $D_0/D_1$. The full set of values is in the numerical output below.

## Calculated quantities

```
Hole depth: 5000 nm
Initial diameter D0: 100 nm
Final diameter D1: 60 nm
Growth per cycle: 0.1 nm
Number of cycles: 200
Precursor molar mass: 200 g/mol
Temperature: 500 K
Precursor pressure: 0.1 Torr
Total pressure: 1 Torr
Uptake per cycle K: 3 molecules/nm2
Bare-wall reaction probability: 0.01
Target coverage at bottom: 0.99
Initial aspect ratio: 50
Final aspect ratio: 83.33
Mean flight length / D, ray tracing: 0.9984
Mean square axial flight / D^2, view factors: 0.6642
Slope of ballistic resistance with L/D: 0.7587
Mean thermal speed: 230.1 m/s
Knudsen diffusivity at D0: 0.07669 cm2/s
K*sqrt(2 pi m k T): 2.701e-06 Torr s
First-cycle dose / K, formula: 3750
First-cycle dose / K, simulation beta=1: 3759.5
First-cycle exposure: 0.01013 Torr s
Mean exposure per cycle: 0.01688 Torr s
Last-cycle exposure (at D1): 0.02813 Torr s
First-cycle pulse time: 101.3 ms
Mean pulse time: 168.8 ms
Last-cycle pulse time (at D1): 281.3 ms
Total exposure, adapted pulses: 3.376 Torr s
Total exposure, fixed at last-cycle value: 5.626 Torr s
Diameter of the mean cycle sqrt(D0 D1): 77.46 nm
Mean/first ratio, D0/D1: 1.6667
Last/first ratio: 2.7778
Mean/first ratio, simulation beta=1: 1.666
Mean/first ratio, sum over cycles: 1.6622
Mean/first ratio, estimate for finite cycles: 1.6622
First-cycle dose / K with mouth and bottom: 3988.5
First-cycle dose / K, ballistic: 4150.3
Mean/first ratio with mouth and bottom: 1.643
Added reaction dose / K: 460.5
First-cycle dose / K with reaction, formula: 4210.5
First-cycle dose / K with reaction, simulation: 4200.7
Mean/first ratio with finite reactivity: 1.594
Taper, mouth minus bottom diameter: 20 nm
First-cycle dose / K, tapered, formula: 4044.7
First-cycle dose / K, tapered, simulation: 4057.5
Mean/first ratio, tapered hole: 1.719
Assumed molecule diameter: 0.8 nm
Mean/first ratio with molecule size: 1.676
Wall-curvature correction to growth, at D1: 0.17 %
Gas mean free path at total pressure: 18.2 um
Mean free path / D0: 182
Gas stored in hole / wall uptake: 1.6e-05
```
